# Kramers' thick-target law and the efficiency of an X-ray tube: verification in Python

```python
"""Kramers' thick-target X-ray law and the efficiency of an X-ray tube.

Result under test, for an electron of initial kinetic energy E0 stopped in
a target of atomic number Z:
    dW/dk = A (E0 - k),   A = 4 alpha Z / (3 sqrt(3) m c^2 L),
    efficiency = W/E0 = A E0 / 2.
k: photon energy; W: radiated energy per electron; T: kinetic energy;
L: stopping number (logarithm of the ratio of impact parameters);
chi = k dsigma/dk: energy-weighted thin-target cross section (area);
n: atoms per volume; I: mean excitation energy. SI units inside.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import airy

alpha, hbar, c = const.fine_structure, const.hbar, const.c
m, eV = const.m_e, const.e
keV = 1e3 * eV
coulomb = alpha * hbar * c          # e^2/(4 pi eps0)
rest = m * c**2


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Parabolic orbit: does the parametrization obey Newton's equation?
u, Ms, ms, Ks = sp.symbols("u M m K", positive=True)
ps, taus = Ms**2 / (ms * Ks), Ms**3 / (2 * ms * Ks**2)
xs, ys, rs = ps * (1 - u**2) / 2, ps * u, ps * (1 + u**2) / 2


def time_derivative(f):
    return sp.diff(f, u) / (taus * (1 + u**2))


for coord in (xs, ys):
    accel = time_derivative(time_derivative(coord))
    assert sp.simplify(ms * accel + Ks * coord / rs**3) == 0


def orbit_integrals(lam):
    """Integrals of exp(i lam (u+u^3/3)) and u times it, over real u.

    The path is shifted into the upper half plane for convergence.
    """
    shift = max(1.0, lam**(-1 / 3))
    half = 7 / np.sqrt(lam * shift)
    x = np.linspace(-half, half, 2001)
    w = x + 1j * shift
    f = np.exp(1j * lam * (w + w**3 / 3))
    return trapezoid(f, x), trapezoid(w * f, x)


for lam in (0.02, 0.7, 4.0):
    z = lam**(2 / 3)
    ai, aip = airy(z)[:2]
    i0, i1 = orbit_integrals(lam)
    direct = abs(i0)**2 + abs(i1)**2
    assert close(direct, 4 * np.pi**2 * (ai**2 / z + aip**2 / z**2), 1e-7)
ai0, aip0 = airy(0.0)[:2]
assert close(ai0 * aip0, -1 / (2 * np.pi * np.sqrt(3)), 1e-12)


def chi_formula(T, Z):
    v2 = 2 * T / m
    return (16 * np.pi / (3 * np.sqrt(3)) * alpha**3 * Z**2
            * hbar**2 / (m**2 * v2))


lam_grid = np.exp(np.linspace(np.log(1e-9), np.log(25.0), 600))
orbit_sum = np.array([sum(abs(a)**2 for a in orbit_integrals(q))
                      for q in lam_grid])


def chi_from_orbits(k, T, Z):
    """Larmor spectrum of each orbit, summed over impact parameters."""
    omega, v, K = k / hbar, np.sqrt(2 * T / m), Z * coulomb
    M = (2 * m * K**2 * lam_grid / omega)**(1 / 3)
    b, p = M / (m * v), M**2 / (m * K)
    spectrum = (2 * alpha * hbar / (3 * np.pi * c**2)
                * omega**2 * p**2 * orbit_sum)
    return trapezoid(2 * np.pi * b**2 * spectrum, np.log(b)) / hbar


# Worked example: tungsten anode
Z, E0, current = 74, 50 * keV, 10e-3
I_mean = 10 * eV * Z
density = 6e28
L = np.log(2 * E0 / I_mean)

chi_num = [chi_from_orbits(k * keV, E0, Z) for k in (10, 40)]
for value in chi_num:
    assert close(value, chi_formula(E0, Z), 1e-4)
assert close(chi_from_orbits(3 * keV, 12 * keV, 26),
             chi_formula(12 * keV, 26), 1e-4)


def stopping(T, n, Z, L):
    return 4 * np.pi * n * Z * coulomb**2 * L / (2 * T)


def stopping_from_force(T, n, Z, I):
    """Straight path, Coulomb force integrated over time and then over b."""
    v = np.sqrt(2 * T / m)
    b_min, b_max = hbar / (m * v), hbar * v / I

    def loss(log_b):
        b = np.exp(log_b)
        shape = quad(lambda q: (1 + q * q)**-1.5, -np.inf, np.inf)[0]
        kick = coulomb / b**2 * (b / v) * shape
        return 2 * np.pi * b**2 * kick**2 / (2 * m) * 1e30
    total = quad(loss, np.log(b_min), np.log(b_max))[0] / 1e30
    return n * Z * total


S0 = stopping(E0, density, Z, L)
assert close(stopping_from_force(E0, density, Z, I_mean), S0, 1e-6)


def follow_electron(stop_keV, n, whole_spectrum):
    """Slow an electron through depth (micrometres), summing its radiation.

    Returns the depth reached and dW/dk at k = stop energy, or, for the
    whole spectrum, the total radiated energy in keV.
    """
    def rhs(s, y):
        T = y[0] * keV
        emitted = n * chi_formula(T, Z) * 1e-6
        if whole_spectrum:
            emitted *= y[0]
        return [-stopping(T, n, Z, L) * 1e-6 / keV, emitted]

    def reached(s, y):
        return y[0] - stop_keV
    reached.terminal = True
    sol = solve_ivp(rhs, (0, 100), [E0 / keV, 0.0], events=reached,
                    rtol=1e-9, atol=1e-12)
    assert sol.status == 1
    return sol.t_events[0][0], sol.y_events[0][0][1]


A = 4 * alpha * Z / (3 * np.sqrt(3) * rest * L)
efficiency = A * E0 / 2
for n in (density, density / 2):
    for k in (5, 25, 40):
        assert close(follow_electron(k, n, False)[1],
                     A * (E0 - k * keV), 1e-6)
# Stopping at 0.5 keV leaves out a fraction 1e-4 of the total energy.
depth, W_num = follow_electron(0.5, density, True)
assert close(W_num * keV / E0, efficiency, 2e-4)
path_range = E0**2 / (4 * np.pi * density * Z * coulomb**2 * L)
assert close(depth * 1e-6, path_range, 2e-4)


# Born thin-target logarithm as a function of x = k/T
def born_log(x):
    q = np.sqrt(1 - x)
    return np.log((1 + q)**2 / x)


born_mean = quad(born_log, 0, 1)[0]
kramers_log = np.pi / np.sqrt(3)
assert close(born_mean, 2.0, 1e-7)

# Let L follow T: energy in photons above a cut, against constant L
cut = 5.0


def spectrum_running(k):
    return quad(lambda T: L / np.log(2 * T * keV / I_mean),
                k, E0 / keV)[0]


running = quad(spectrum_running, cut, E0 / keV)[0]
constant = (E0 / keV - cut)**2 / 2
running_ratio = running / constant
assert 1.02 < running_ratio < 1.2

coefficient = efficiency / (Z * E0 / eV)
prefactor = coefficient * L
L_bethe = np.log(np.sqrt(np.e / 2) * E0 / I_mean)
assert 0.5e-9 < coefficient < 2e-9
beta = np.sqrt(2 * E0 / rest)
parabola_scale = 2 * E0 * beta / (Z * alpha)

print(f"atomic number Z = {Z}")
print(f"initial energy E0 = {E0/keV:.1f} keV")
print(f"tube current = {current*1e3:.1f} mA")
print(f"mean excitation energy I = {I_mean/eV:.0f} eV")
print(f"chosen atomic density = {density:.2e} m^-3")
print(f"fine-structure constant = {alpha:.7f}")
print(f"electron rest energy = {rest/keV:.3f} keV")
print(f"v/c from T = m v^2/2 at E0 = {beta:.4f}")
print(f"Z alpha = {Z*alpha:.4f}")
print(f"Z alpha / (v/c) = {Z*alpha/beta:.3f}")
print(f"parabola needs k well above {parabola_scale/keV:.1f} keV")
print(f"chi by formula at E0 = {chi_formula(E0, Z):.5e} m^2")
print(f"chi from orbits, k = 10 keV: {chi_num[0]:.5e} m^2")
print(f"chi from orbits, k = 40 keV: {chi_num[1]:.5e} m^2")
print(f"stopping number L at E0 = {L:.4f}")
print(f"stopping power at E0 = {S0/keV*1e-6:.3f} keV/micrometre")
print(f"path length to rest = {path_range*1e6:.3f} micrometres")
print(f"slope A = {A*keV:.4e} per keV")
for k in (0, 10, 25, 40):
    print(f"dW/dk at k = {k} keV: {A*(E0-k*keV):.4e} (dimensionless)")
print(f"radiated energy per electron W = {efficiency*E0/eV:.2f} eV")
print(f"efficiency = {efficiency:.4e}")
print(f"efficiency from following the electron = {W_num*keV/E0:.4e}")
print(f"electrical power = {current*E0/eV:.1f} W")
print(f"radiated power = {current*E0/eV*efficiency:.3f} W")
print(f"2 alpha/(3 sqrt3 m c^2) = {prefactor*1e9:.4f}e-9 per eV")
print(f"efficiency/(Z V) = {coefficient*1e9:.4f}e-9 per volt")
print(f"L giving exactly 1e-9 per volt = {prefactor/1e-9:.3f}")
print(f"L with sqrt(e/2) in the logarithm = {L_bethe:.4f}")
print(f"efficiency/(Z V) with that L = {prefactor/L_bethe*1e9:.4f}e-9 per volt")
print(f"pi/sqrt3 = {kramers_log:.4f}")
print(f"Born logarithm averaged over k = {born_mean:.4f}")
print(f"Born/Kramers total radiated energy = {born_mean/kramers_log:.4f}")
for x in (0.1, 0.5, 0.9):
    print(f"Born/Kramers intensity at k/T = {x}: {born_log(x)/kramers_log:.4f}")
print(f"photon-energy cut for the running-L check = {cut:.1f} keV")
print(f"energy above cut, running L / constant L = {running_ratio:.4f}")
print("all assertions hold")
```

Running it gives:

```
atomic number Z = 74
initial energy E0 = 50.0 keV
tube current = 10.0 mA
mean excitation energy I = 740 eV
chosen atomic density = 6.00e+28 m^-3
fine-structure constant = 0.0072974
electron rest energy = 510.999 keV
v/c from T = m v^2/2 at E0 = 0.4424
Z alpha = 0.5400
Z alpha / (v/c) = 1.221
parabola needs k well above 81.9 keV
chi by formula at E0 = 1.56856e-26 m^2
chi from orbits, k = 10 keV: 1.56856e-26 m^2
chi from orbits, k = 40 keV: 1.56856e-26 m^2
stopping number L at E0 = 4.9063
stopping power at E0 = 5.676 keV/micrometre
path length to rest = 4.404 micrometres
slope A = 1.6581e-04 per keV
dW/dk at k = 0 keV: 8.2904e-03 (dimensionless)
dW/dk at k = 10 keV: 6.6323e-03 (dimensionless)
dW/dk at k = 25 keV: 4.1452e-03 (dimensionless)
dW/dk at k = 40 keV: 1.6581e-03 (dimensionless)
radiated energy per electron W = 207.26 eV
efficiency = 4.1452e-03
efficiency from following the electron = 4.1448e-03
electrical power = 500.0 W
radiated power = 2.073 W
2 alpha/(3 sqrt3 m c^2) = 5.4966e-9 per eV
efficiency/(Z V) = 1.1203e-9 per volt
L giving exactly 1e-9 per volt = 5.497
L with sqrt(e/2) in the logarithm = 4.3666
efficiency/(Z V) with that L = 1.2588e-9 per volt
pi/sqrt3 = 1.8138
Born logarithm averaged over k = 2.0000
Born/Kramers total radiated energy = 1.1027
Born/Kramers intensity at k/T = 0.1: 2.0051
Born/Kramers intensity at k/T = 0.5: 0.9719
Born/Kramers intensity at k/T = 0.9: 0.3611
photon-energy cut for the running-L check = 5.0 keV
energy above cut, running L / constant L = 1.1020
all assertions hold
```
